# Why the image force raises field emission by orders of magnitude

**Question.** An electron at the Fermi level of a cold metal faces a triangular barrier when a strong field is applied. Its own image charge rounds off the top of that barrier. Why can this modest-looking change multiply the emitted current by a factor of a hundred or more, and what simple formula describes it?

**Answer.**

## The mechanism

Take a flat free-electron metal filling \(x<0\), with work function \(\phi\). Let \(e>0\), let \(F>0\) be the magnitude of the field outside, and measure energy from the Fermi level. The image force at distance \(x\) is \(e^2/[4\pi\epsilon_0(2x)^2]\); integrating it from infinity gives the energy \(-e^2/(16\pi\epsilon_0x)\). The Schottky-Nordheim barrier is therefore

\[
U(x)=\phi-eFx-\frac{e^2}{16\pi\epsilon_0x}.
\]

In the JWKB approximation the transmission is \(D\approx e^{-G}\), where

\[
G=\frac{2}{\hbar}\int\sqrt{2mU}\,dx
\]

runs between the zeros of \(U\). For field emission \(G\) is usually well above 1, so removing a moderate fraction of it changes \(D\) enormously.

To see how large the fraction is, put \(x=(\phi/eF)s\) and define

\[
f=\frac{e^3F}{4\pi\epsilon_0\phi^2}.
\]

Then \(U=\phi(1-s-f/4s)\), and

\[
G=\frac{b\phi^{3/2}}{F}v(f),\qquad b=\frac{4\sqrt{2m}}{3e\hbar},
\]
\[
v=\frac32\int_{s_-}^{s_+}\sqrt{1-s-\frac{f}{4s}}\;ds .
\]

Without the image term \(v=\frac32\cdot\frac23=1\). For small \(f\), expanding the root gives a reduction

\[
1-v\approx\frac{3f}{16}\int\frac{ds}{s\sqrt{1-s}},
\]

which is cut off near the inner turning point, \(s\sim f/4\). Its leading part is \(\frac{3}{16}f\ln(1/f)\): for very small \(f\), each decade of distance well inside the range between that turning point and the barrier width contributes the same amount, and the two ends contribute somewhat more (in the example below the range spans only about one decade). The image force thus acts through much of the barrier, and a logarithm must appear in \(v\).

## The exponent in elliptic integrals

The turning points solve \(s^2-s+f/4=0\):

\[
s_\pm=\frac{1\pm a}{2},\quad a=\sqrt{1-f},\quad s_+s_-=\frac f4 .
\]

They are real and distinct for \(f<1\); at \(f=1\) the barrier top has sunk to the Fermi level. The integrand is \(\sqrt{(s_+-s)(s-s_-)/s}\). Substitute

\[
s=s_+(1-m\sin^2\theta),\qquad m=\frac{a}{s_+}=\frac{2a}{1+a}.
\]

In this section and the next, \(m\) is this elliptic parameter, not the electron mass. Then \(s_+-s=s_+m\sin^2\theta\), \(s-s_-=s_+m\cos^2\theta\) and \(|ds|=2s_+m\sin\theta\cos\theta\,d\theta\). With \(\Delta=\sqrt{1-m\sin^2\theta}\),

\[
v=3s_+^{3/2}m^2I,\qquad I=\int_0^{\pi/2}\frac{\sin^2\theta\cos^2\theta}{\Delta}d\theta .
\]

Let \(K=\int\Delta^{-1}d\theta\), \(E=\int\Delta\,d\theta\) over the same range, and \(m_1=1-m\). Since \(\sin^2\theta=(1-\Delta^2)/m\) and \(\cos^2\theta=(\Delta^2-m_1)/m\),

\[
m^2I=-m_1K+(1+m_1)E-\int\Delta^3d\theta .
\]

A second relation follows because \(\sin\theta\cos\theta\,\Delta\) vanishes at both limits, so its derivative integrates to zero:

\[
mI=\int(\cos^2\theta-\sin^2\theta)\Delta\,d\theta,
\]
\[
m^2I=2\int\Delta^3d\theta-(1+m_1)E .
\]

Adding twice the first relation to the second removes \(\int\Delta^3d\theta\):

\[
3m^2I=(1+m_1)E-2m_1K .
\]

Here \(m_1=s_-/s_+\) and \(1+m_1=1/s_+\), because \(s_++s_-=1\). Hence

\[
v=\sqrt{s_+}\,(E-2s_-K)
=\sqrt{\frac{1+a}{2}}\,\bigl[E(m)-(1-a)K(m)\bigr].
\]

## An equation for v

Differentiate the defining integral. The moving limits contribute nothing, since the integrand vanishes there, and the same substitution gives

\[
v'=-\frac{3}{16}\int_{s_-}^{s_+}\frac{ds}{\sqrt{s(s_+-s)(s-s_-)}}=-\frac38\frac{K}{\sqrt{s_+}} .
\]

For the next derivative we need \(dK/dm\). Directly,

\[
\frac{dK}{dm}=\frac12\int\frac{\sin^2\theta}{\Delta^3}d\theta=\frac1{2m}\left(\int\frac{d\theta}{\Delta^3}-K\right).
\]

The derivative of \(\sin\theta\cos\theta/\Delta\) is \((\Delta-m_1/\Delta^3)/m\), and it integrates to zero. So \(\int\Delta^{-3}d\theta=E/m_1\), and \(dK/dm=(E-m_1K)/(2mm_1)\). With \(ds_+/da=\frac12\) and \(dm/da=1/(2s_+^2)\),

\[
\frac{d}{da}\frac{K}{\sqrt{s_+}}
=\frac{1}{\sqrt{s_+}}\left[\frac{E-(s_-/s_+)K}{4as_-}-\frac{K}{4s_+}\right]
\]
\[
=\frac{E-2s_-K}{4as_-\sqrt{s_+}}=\frac{v}{4as_+s_-}=\frac{v}{af},
\]

where \(1+a=2s_+\) was used. Finally \(da/df=-1/(2a)\), so

\[
v''=\frac{3v}{16f(1-f)} .
\]

The end behaviour is also needed. At \(f=1\) the interval closes, so \(v(1)=0\). There \(K=\pi/2\) and \(s_+=\frac12\), giving \(v'(1)=-3\pi/(8\sqrt2)=-0.83304\).

As \(f\to0\), \(m_1\to f/4\). Put \(u=\pi/2-\theta\) and split \(K\) at \(u_0\), with \(\sqrt{m_1}\ll u_0\ll1\). The inner part is \(\int du/\sqrt{u^2+m_1}\to\ln(2u_0/\sqrt{m_1})\); the outer part is \(\int du/\sin u\to\ln(2/u_0)\). Their sum is \(K\to\ln(4/\sqrt{m_1})=\ln8-\frac12\ln f\). Inserting this in \(v'\) and integrating from \(v(0)=1\),

\[
v\approx1-\left(\frac98\ln2+\frac3{16}\right)f+\frac3{16}f\ln f .
\]

The coefficient of \(f\) is \(-0.96729\), and the logarithm agrees with the estimate made from the mechanism.

## Forbes' formula

Write the differential equation as

\[
v''=\frac{w(f)}{f},\qquad w=\frac{3}{16}\,\frac{v}{1-f}.
\]

Since \(v''>0\), \(v\) is convex. The ratio \(v/(1-f)\) is minus the slope of the chord from \(f\) to the end point \(v(1)=0\), so it decreases as \(f\) grows, from 1 to 0.83304. Consequently \(w\) falls only from 0.1875 to 0.1562. This narrow range is why a simple formula works.

Replace \(w\) by a constant \(q\). Two integrations give \(v=q(f\ln f-f)+Af+B\). The conditions \(v(0)=1\) and \(v(1)=0\) require \(B=1\) and \(A=q-1\), so

\[
v_q=1-f+q\,f\ln f .
\]

A natural constant is the mean of \(w\). Integration by parts gives it:

\[
\bar q=\int_0^1w\,df=\int_0^1fv''df=\bigl[fv'-v\bigr]_0^1=1+v'(1)=0.16696 .
\]

The lower limit contributes \(+1\), because \(fv'\to0\) there. This choice also reproduces the slope at \(f=1\), since \(v_q'(1)=q-1\). Rounding \(\bar q\) to \(1/6=0.16667\) yields Forbes' formula,

\[
v\approx1-f+\frac{f\ln f}{6}.
\]

It is an approximation, not an identity: the true coefficient of \(f\ln f\) at small \(f\) is \(3/16\).

The sign of its error can be proved. Let \(\delta=v_{\bar q}-v\), so that \(\delta''=(\bar q-w)/f\) is negative at first and positive later. On the later part \(\delta\) is convex with zero value and zero slope at \(f=1\), hence \(\delta\ge0\). On the earlier part it is concave with non-negative end values, hence again \(\delta\ge0\). Lowering \(q\) to \(1/6\) raises \(v_q\) further, because \(f\ln f<0\). Forbes' formula therefore never underestimates \(v\). With \(q=3/16\) the difference is convex with zero ends, which gives a lower bound on \(v\).

Numerically, the largest error of Forbes' formula is 0.0024 in \(v\), and the largest relative error is 0.33 %. Choosing \(q=0.1688\) would reduce the latter to 0.22 %, so \(1/6\) is a convenient value rather than the best one by that measure.

## Why the gain is so large

At fixed \(\phi\) and \(F\), compare the transmission with that of the triangular barrier:

\[
\ln\frac{D_{\rm SN}}{D_{\rm tri}}=\frac{b\phi^{3/2}}F(1-v)=\eta\,\frac{1-v}{f},\qquad \eta=\frac{b\phi^{3/2}f}{F}.
\]

The field cancels from \(\eta\). With the Rydberg energy \(R=m(e^2/4\pi\epsilon_0)^2/(2\hbar^2)\),

\[
\eta=\frac43\sqrt{\frac{2m}{\phi}}\,\frac{e^2}{4\pi\epsilon_0\hbar}=\frac83\sqrt{\frac R\phi}.
\]

Convexity also makes \((1-v)/f\) decrease with \(f\), reaching 1 at \(f=1\). Within JWKB the gain thus exceeds \(e^\eta\) for every \(f<1\). A weaker field makes the image term a smaller fraction of the exponent, but the exponent itself grows as \(1/F\), which more than compensates. Forbes' formula displays both factors. It never overestimates the gain, and its error in \(v\) is multiplied by \(\eta/f\), so for \(\phi=4.5\) eV it falls short by about 1 % at 8 V/nm, 3.5 % at 4 V/nm, 7 % at 2 V/nm and 12 % at 1 V/nm:

\[
\frac{D_{\rm SN}}{D_{\rm tri}}\approx e^{\eta}f^{-\eta/6}.
\]

## From transmission to current

An electron whose normal energy lies \(\varepsilon\) below the Fermi level meets a barrier of height parameter \(\phi+\varepsilon\). Since \(df/d\phi=-2f/\phi\),

\[
\frac1d\equiv\frac{dG}{d\phi}=\frac{3b\sqrt\phi}{2F}\,t,\qquad t=v-\frac43fv',
\]

and \(D\approx e^{-G-\varepsilon/d}\). Forbes' formula gives \(t\approx1+f/9-(f\ln f)/18\).

At zero temperature the occupied transverse momenta fill a disc of area \(2\pi m\varepsilon\). With \(2/h^3\) states per unit phase-space volume, and \((p_x/m)\,dp_x\) equal to the interval of normal energy,

\[
J=\frac{4\pi em}{h^3}\int_0^\infty\varepsilon\,e^{-G-\varepsilon/d}d\varepsilon=\frac{4\pi em}{h^3}d^2e^{-G}.
\]

Because \(d\propto1/t\), the current gain is the transmission gain divided by \(t^2\). The floor \(e^\eta\) therefore bounds the transmission gain only: for \(\phi=4.5\) eV the JWKB current gain drops below it between 11 and 12 V/nm. The floor itself falls as \(\phi\) rises, from 103 at 4.5 eV to 73 at 5.25 eV.

## Numbers for a tungsten-like tip

Take \(\phi=4.5\) eV and a local apex field \(F=4\) V/nm (40 MV/cm), rough typical values for a tungsten field emitter. The supply of electrons remains that of the free-electron model, which a d-band metal such as tungsten follows only roughly. With \(e^2/4\pi\epsilon_0=1.43996\) eV nm,

\[
f=\frac{1.43996\times4}{4.5^2}=0.2844 .
\]

The elliptic formula gives \(v=0.6538\); Forbes' formula gives \(1-0.2844-0.0596=0.6560\). With \(b=6.83089\) eV\(^{-3/2}\) V/nm,

\[
G_{\rm tri}=\frac{6.83089\times4.5^{3/2}}{4}=16.30,
\]
\[
G_{\rm SN}=0.6538\times16.30=10.66 .
\]

The gain is \(e^{5.644}\approx283\). Its floor follows from \(\eta=\frac83\sqrt{13.606/4.5}=4.637\), so \(e^\eta=103\); the logarithmic factor is 2.64, and Forbes' product is 273.

Of the saved exponent, 33 % comes from the strip between the surface and the inner turning point at 0.087 nm, where tunnelling is no longer needed. Another 61 % comes from the lower barrier between the turning points, and 6 % from the outer edge.

The barrier top lies \(\sqrt f\,\phi=2.40\) eV below \(\phi\). Lowering a whole triangle by this amount would give \(v=(1-\sqrt f)^{3/2}=0.319\) and a gain of 66 000, far too large. At the top, \(s=\sqrt f/2\), so half of the 2.40 eV is the field term, which the triangle already contains. Farther out the image energy is smaller still.

With \(\phi\) held fixed, the JWKB gain changes with field as follows.

| \(F\) (V/nm) | \(v\) | gain |
|---|---|---|
| 2 | 0.809 | 503 |
| 4 | 0.654 | 283 |
| 6 | 0.511 | 203 |
| 8 | 0.377 | 161 |

At 4 V/nm, \(t=1.048\), and the current gain is \(282.5/1.048^2\approx257\): \(1.2\times10^4\) A/cm² instead of 46 A/cm². Within JWKB, a triangular barrier would need 5.7 V/nm, a field 42 % higher, to give the same current. The last row of the table lies at the edge of the model: at 8 V/nm \(G\) is only 3.1 and the current density is about \(8\times10^7\) A/cm².

JWKB omits a prefactor. Solving the wave equation with a band 9 eV deep, and the image potential cut off at the band bottom, gives \(D=0.91\,e^{-G}\) for the rounded barrier and \(1.88\,e^{-G}\) for the triangular one. The transmission gain is then 137, half the JWKB value; the current gain becomes about 133, and the matching field for the triangular barrier about 5.4 V/nm. These figures depend on the assumed band depth: the transmission gain is 170 for 5 eV and 126 for 12 eV. They depend on how the image potential joins the metal: with the smooth saturation described below in place of the abrupt cut, the gain for the 9 eV band at 4 V/nm is 124 for \(\ell=0.027\) nm, 96 for 0.045 nm and 85 for 0.053 nm (the last two with a step down to the band bottom). They also depend on the field: with the 9 eV band the gain is 253 at 2 V/nm, 94 at 6 V/nm and 68 at 8 V/nm, so at this work function it exceeds a hundred only at the lower fields. The floor \(e^\eta\) is a statement about the JWKB exponents and does not bind this full ratio. JWKB also fails as \(f\to1\), where \(G\) is no longer large.

A real tip is curved, faceted and warm. At the same apex field, a spherical apex of radius 50 nm multiplies the transmission at the Fermi level by 0.76. A facet with \(\phi\) higher by 0.1 eV multiplies the current by 0.55 (tungsten facets span roughly 4.3 to 5.25 eV, which gives factors from 3.2 down to 0.011), and going from 0 to 300 K multiplies it by 1.04. A planar estimate puts the field difference that space charge builds up across 200 V at about \(4\times10^{-5}\) of \(F\) at 4 V/nm; it grows with the current, to about 0.006 at 6 V/nm and 0.07 at 8 V/nm. The current responds about ten times more strongly than the field: in the same planar model it is multiplied by about 0.95 at 6 V/nm and 0.66 at 8 V/nm, or by 0.90 and 0.42 across 1000 V. The inner turning point lies closer to the surface than an atomic diameter, where the classical image law is doubtful; multiplying the image energy by \(1-e^{-x/\ell}\), with \(\ell=0.027\) nm chosen so that it ends at the band bottom, changes the JWKB transmission at the Fermi level by a factor 0.96. This factor is sensitive to \(\ell\): it is 0.79 for 0.045 nm and 0.69 for 0.053 nm. At 4 V/nm and a radius of 50 nm, work-function variation matters most among these effects, and curvature and the form of the potential near the surface can be of comparable size to each other. Sharper tips change the order: curvature multiplies the current by 0.42 at 20 nm, 0.16 at 10 nm and 0.017 at 5 nm. Uncertainty in the local field weighs heavily too: a change of +5 % or −5 % multiplies the current by 2.3 or 0.40, and +10 % or −10 % by 4.9 or 0.15. The numerical output lists the values in full; its "J factor" lines for tip curvature and saturated image are the transmission factors quoted here, without the change in \(d^2\); for the 50 nm apex that change takes the current factor from 0.76 to 0.71.

## Numbers as computed

```
b = 6.83089 eV^-1.5 V/nm; e^2/(4 pi eps0) = 1.43996 eV nm
Rydberg energy = 13.6057 eV
coefficient of f at small f = -0.96729
slope dv/df at f=1 = -0.83304
w at f=0: 0.18750; at f=1: 0.15620
mean of w = 0.16696; 1/6 = 0.16667
simple v: max error 0.00238 at f=0.176
simple v: max relative error 0.332 % at f=0.296
q of least max relative error = 0.16883 (error 0.224 %)
phi = 4.5 eV; F = 4.0 V/nm = 40 MV/cm
band depth = 9.0 eV; radius = 50.0 nm; T = 300.0 K
f = 0.28444; a = 0.84591; m = 0.91652
field at which barrier vanishes = 14.063 V/nm
turning points = 0.0867, 1.0383 nm
triangular barrier width = 1.1250 nm
Schottky lowering = 2.4000 eV
barrier top above Fermi level = 2.1000 eV
v elliptic = 0.65379; v simple = 0.65596
t elliptic = 1.04807; t simple = 1.05147
G triangular = 16.3018; G SN = 10.6580
G SN by direct quadrature = 10.6580
exp(-G): triangular 8.322e-08, SN 2.351e-05
eta = 4.6368; floor exp(eta) = 103.2
log factor f^(-eta/6) = 2.642
gain JWKB = 282.5; from simple v = 272.7
saved exponent: inner 32.7 %, middle 61.1 %, outer 6.2 %
lowered triangle: v = 0.3188, gain = 6.649e+04
F=2 V/nm: f=0.1422 v=0.8092 simple=0.8116 gain=503.0
F=4 V/nm: f=0.2844 v=0.6538 simple=0.6560 gain=282.5
F=6 V/nm: f=0.4267 v=0.5112 simple=0.5128 gain=202.9
F=8 V/nm: f=0.5689 v=0.3766 simple=0.3776 gain=160.9
decay width d = 0.1756 eV
J formula: SN 1.173e+04, triangular 4.561e+01 A/cm2
J integral: SN 1.119e+04, triangular 4.312e+01 A/cm2
current gain: formula 257.2, integral 259.5
triangular barrier needs F = 5.691 V/nm for same J
wave equation D: SN 2.138e-05, triangular 1.563e-07
wave D / exp(-G): SN 0.909, triangular 1.878
gain from wave equation = 136.8
ln D change, 3 to 5 V/nm: wave 8.230, JWKB 8.273
J factor, 300 K against 0 K = 1.0383
J factor, tip curvature = 0.7557
image saturation length = 0.0267 nm
J factor, saturated image = 0.9623
J factor, work function +0.1 eV = 0.5535
space charge: relative field drop = 3.95e-05 (over 200 V)
```
